# Gate Transconductance from Source and Drain Transconductances in a Charge-Based MOS Model: verification in Python

```python
"""Result under test, for constant slope factor n and specific current I_spec:
       gm = (gms - gmd) / n      at every inversion level.
Voltages are referred to the bulk of an n-channel MOS transistor.
gm = dI/dVG, gms = -dI/dVS, gmd = dI/dVD; I is the drain current.
q = inversion charge magnitude / (2 n UT Cox); UT = kT/e.
VP = (VG - VT0)/n is the pinch-off voltage, IC = q^2 + q at the source.
The current is computed from surface electrostatics and quadrature;
the derived charge formulas are used only on the other side of the tests.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

# Rough typical inputs, SI units unless the name says otherwise
temperature = 300.0
oxide_thickness = 4e-9
doping = 3e23
intrinsic_density = 1e16
eps_body, eps_oxide = 11.7, 3.9
flat_band = -0.90
mobility = 0.035
width, length = 10e-6, 2e-6
source_v, drain_v = 0.10, 0.20
gate_values = [0.35, 0.55, 1.20]
theta = 0.30              # mobility reduction per volt of gate overdrive
saturation_velocity = 1e5
inversion_depth = 1e-9

UT = const.k * temperature / const.e
cox = eps_oxide * const.epsilon_0 / oxide_thickness
gamma = np.sqrt(2 * const.e * eps_body * const.epsilon_0 * doping) / cox
two_phi = 2 * UT * np.log(doping / intrinsic_density)
n = 1 + gamma / (2 * np.sqrt(two_phi))
v_classic = flat_band + two_phi + gamma * np.sqrt(two_phi)
VT0 = v_classic + n * UT * np.log(2 * n / (n - 1))
beta = mobility * cox * width / length
I_spec = 2 * n * beta * UT**2
nodes, weights = np.polynomial.legendre.leggauss(200)


def charge_voltage(vg, channel_v):
    """Inversion charge / Cox from the linearized surface-potential balance:
    (n-1) exp(s-v) + n s = g, with s = (psi - two_phi)/UT."""
    v = np.asarray(channel_v) / UT
    g = (vg - v_classic) / UT
    upper = v + np.log(np.maximum(g - n * v, n - 1) / (n - 1))
    s = np.minimum(g / n, upper)
    for _ in range(40):
        e = (n - 1) * np.exp(s - v)
        s = s - (e + n * s - g) / (e + n)
    residual = (n - 1) * np.exp(s - v) + n * s - g
    assert np.max(np.abs(residual)) < 1e-10 * (1 + abs(g))
    return UT * (n - 1) * np.exp(s - v)


def current(vg, vs, vd):
    """Drain current as the integral of charge over channel potential."""
    v = 0.5 * (vs + vd) + 0.5 * (vd - vs) * nodes
    return beta * 0.5 * (vd - vs) * np.sum(weights * charge_voltage(vg, v))


def transconductances(func, vg, vs, vd):
    """Five-point derivatives, one terminal at a time."""
    h = 0.02 * UT
    base = np.array([vg, vs, vd])
    slopes = []
    for k in range(3):
        step = np.zeros(3)
        step[k] = h
        slopes.append((func(*(base - 2 * step)) - 8 * func(*(base - step))
                       + 8 * func(*(base + step))
                       - func(*(base + 2 * step))) / (12 * h))
    return slopes[0], -slopes[1], slopes[2]


def q_formula(vg, channel_v):
    """Closed solution of 2q + ln q = (VP - V)/UT."""
    u = ((vg - VT0) / n - channel_v) / UT
    return 0.5 * lambertw(2 * np.exp(u)).real


# Scan of inversion level and drain bias, including zero and reversed bias
worst_identity = worst_charge = worst_current = worst_slopes = 0.0
levels = np.logspace(-4, 3, 8)
for ic in levels:
    q_start = 2 * ic / (1 + np.sqrt(1 + 4 * ic))
    vg = VT0 + n * (source_v + UT * (2 * q_start + np.log(q_start)))
    for bias in [-3.0, 0.0, 0.5, 4.0, 30.0]:
        vd = source_v + bias * UT
        gm, gms, gmd = transconductances(current, vg, source_v, vd)
        scale = max(gms, gmd)
        qs, qd = q_formula(vg, source_v), q_formula(vg, vd)
        q_solved = charge_voltage(vg, source_v) / (2 * n * UT)
        formula_i = I_spec * (qs**2 + qs - qd**2 - qd)
        worst_identity = max(worst_identity,
                             abs(gm - (gms - gmd) / n) / scale)
        worst_charge = max(worst_charge, abs(q_solved / qs - 1))
        worst_current = max(worst_current,
                            abs(current(vg, source_v, vd) - formula_i)
                            / (I_spec * (qs**2 + qs + qd**2 + qd)))
        worst_slopes = max(worst_slopes,
                           abs(gms - I_spec * qs / UT) / scale,
                           abs(gmd - I_spec * qd / UT) / scale)
# Limits cover the finite-difference truncation and rounding errors
assert worst_identity < 1e-6
assert worst_charge < 1e-9
assert worst_current < 1e-8
assert worst_slopes < 1e-6

# Drift plus diffusion along the channel, x from 0 (source) to 1 (drain)
vg_mid = gate_values[1]
i_mid = current(vg_mid, source_v, drain_v) / I_spec
q_source = charge_voltage(vg_mid, source_v) / (2 * n * UT)
profile = solve_ivp(lambda x, y: [-i_mid / (2 * y[0] + 1), i_mid / y[0]],
                    [0, 1], [float(q_source), source_v / UT],
                    rtol=1e-10, atol=1e-12)
assert profile.success
channel_error_q = abs(profile.y[0, -1] / q_formula(vg_mid, drain_v) - 1)
channel_error_v = abs(profile.y[1, -1] - drain_v / UT)
assert channel_error_q < 1e-6 and channel_error_v < 1e-6


# Gate-dependent mobility: I_spec is no longer constant
def current_mobility(vg, vs, vd):
    return current(vg, vs, vd) / (1 + theta * (vg - VT0))


vg_high = gate_values[2]
gm_mu, gms_mu, gmd_mu = transconductances(
    current_mobility, vg_high, source_v, drain_v)
simple_mu = (gms_mu - gmd_mu) / n
log_slope = -theta / (1 + theta * (vg_high - VT0))
extra_mu = current_mobility(vg_high, source_v, drain_v) * log_slope
assert abs(gm_mu - simple_mu - extra_mu) < 1e-6 * gms_mu
assert abs(gm_mu / simple_mu - 1) > 0.01

# Velocity saturation that depends only on the drain-source difference
critical_field = saturation_velocity / mobility


def current_velocity(vg, vs, vd):
    return current(vg, vs, vd) / (1 + (vd - vs) / (length * critical_field))


gm_v, gms_v, gmd_v = transconductances(
    current_velocity, vg_high, source_v, drain_v)
velocity_residual = abs(gm_v - (gms_v - gmd_v) / n) / gms_v
velocity_loss = 1 - (current_velocity(vg_high, source_v, drain_v)
                     / current(vg_high, source_v, drain_v))
assert velocity_residual < 1e-6 and velocity_loss > 1e-3


# Charge-sheet comparison with the full square-root depletion charge
def sheet_potential(vg, v):
    drive = vg - flat_band

    def balance(psi):
        carriers = UT * np.exp((psi - two_phi - v) / UT)
        return drive - psi - gamma * np.sqrt(psi + carriers)
    return brentq(balance, 0.0, drive, xtol=1e-15, rtol=1e-14)


def sheet_charge(vg, v):
    psi = sheet_potential(vg, v)
    carriers = UT * np.exp((psi - two_phi - v) / UT)
    return gamma * carriers / (np.sqrt(psi + carriers) + np.sqrt(psi))


def sheet_slope_factor(vg, order):
    x, w = np.polynomial.legendre.leggauss(order)

    def sheet_current(g, s, d):
        v = 0.5 * (s + d) + 0.5 * (d - s) * x
        q = np.array([sheet_charge(g, value) for value in v])
        return beta * 0.5 * (d - s) * np.sum(w * q)
    a, b, c = transconductances(sheet_current, vg, source_v, drain_v)
    return (b - c) / a


sheet_n = np.array([sheet_slope_factor(g, 24) for g in gate_values])
sheet_n_coarse = np.array([sheet_slope_factor(g, 12) for g in gate_values])
sheet_shift = np.max(np.abs(sheet_n - sheet_n_coarse))
assert sheet_shift < 1e-5
assert np.ptp(sheet_n) > 100 * sheet_shift
assert np.max(np.abs(n / sheet_n - 1)) < 0.10

oxide_field = (vg_high - flat_band
               - sheet_potential(vg_high, source_v)) / oxide_thickness
added_oxide = inversion_depth * eps_oxide / eps_body / oxide_thickness

print(f"Temperature: {temperature:.0f} K; UT: {UT*1e3:.3f} mV")
print(f"Oxide thickness: {oxide_thickness*1e9:.1f} nm")
print(f"Doping: {doping*1e-6:.1e} cm^-3")
print(f"Intrinsic density: {intrinsic_density*1e-6:.1e} cm^-3")
print(f"Relative permittivity, body / oxide: {eps_body} / {eps_oxide}")
print(f"Flat-band voltage: {flat_band:.2f} V")
print(f"Mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"Width / length: {width*1e6:.1f} / {length*1e6:.1f} um")
print(f"Source / drain voltage: {source_v:.2f} / {drain_v:.2f} V")
print(f"Oxide capacitance: {cox*100:.4f} uF/cm2")
print(f"Body factor gamma: {gamma:.4f} V^0.5; 2 phi_F: {two_phi:.4f} V")
print(f"Classic threshold V_c: {v_classic:.4f} V")
print(f"Slope factor n: {n:.5f}; VT0: {VT0:.4f} V")
print(f"Specific current: {I_spec*1e6:.4f} uA")
for vg, n_sheet in zip(gate_values, sheet_n):
    gm, gms, gmd = transconductances(current, vg, source_v, drain_v)
    qs, qd = q_formula(vg, source_v), q_formula(vg, drain_v)
    print(f"VG = {vg:.2f} V: VP = {(vg-VT0)/n:.4f} V, IC = {qs*qs+qs:.5g}")
    print(f"  q source = {qs:.6g}, q drain = {qd:.6g}")
    print(f"  current = {current(vg, source_v, drain_v)*1e6:.6g} uA")
    print(f"  gms = {gms*1e6:.6g} uS, gmd = {gmd*1e6:.6g} uS")
    print(f"  gm direct = {gm*1e6:.6g} uS")
    print(f"  (gms-gmd)/n = {(gms-gmd)/n*1e6:.6g} uS")
    print(f"  charge-sheet (gms-gmd)/gm = {n_sheet:.5f}")
    print(f"  gm error from fixed n = {100*(n_sheet/n-1):.2f} %")
print(f"Scan of IC: {levels[0]:.0e} to {levels[-1]:.0e}")
print(f"Largest identity residual / larger of gms, gmd: {worst_identity:.1e}")
print(f"Largest relative charge-law error: {worst_charge:.1e}")
print(f"Largest scaled current-formula error: {worst_current:.1e}")
print(f"Largest scaled gms, gmd formula error: {worst_slopes:.1e}")
print(f"Channel integration, relative drain q error: {channel_error_q:.1e}")
print(f"Charge-sheet shift, 12 to 24 nodes: {sheet_shift:.1e}")
print(f"Mobility reduction coefficient: {theta:.2f} 1/V")
print(f"At VG = {vg_high:.2f} V with reduced mobility:")
print(f"  gm = {gm_mu*1e6:.5g} uS, (gms-gmd)/n = {simple_mu*1e6:.5g} uS")
print(f"  extra term = {extra_mu*1e6:.5g} uS")
print(f"  gm relative to simple rule: {100*(gm_mu/simple_mu-1):.2f} %")
print(f"Saturation velocity: {saturation_velocity*100:.1e} cm/s")
print(f"Velocity-saturation current loss: {100*velocity_loss:.2f} %")
print(f"Identity residual / gms with that loss: {velocity_residual:.1e}")
print(f"Oxide field at highest VG: {oxide_field*1e-8:.2f} MV/cm")
print(f"Inversion-layer depth: {inversion_depth*1e9:.1f} nm")
print(f"Its added equivalent oxide thickness: {100*added_oxide:.1f} %")
print("no test failed")
```

Printed output:

```
Temperature: 300 K; UT: 25.852 mV
Oxide thickness: 4.0 nm
Doping: 3.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Relative permittivity, body / oxide: 11.7 / 3.9
Flat-band voltage: -0.90 V
Mobility: 350 cm2/Vs
Width / length: 10.0 / 2.0 um
Source / drain voltage: 0.10 / 0.20 V
Oxide capacitance: 0.8633 uF/cm2
Body factor gamma: 0.3655 V^0.5; 2 phi_F: 0.8902 V
Classic threshold V_c: 0.3351 V
Slope factor n: 1.19372; VT0: 0.4126 V
Specific current: 2.4105 uA
VG = 0.35 V: VP = -0.0524 V, IC = 0.0027436
  q source = 0.00273616, q drain = 5.74833e-05
  current = 0.00647506 uA
  gms = 0.255129 uS, gmd = 0.00535994 uS
  gm direct = 0.209235 uS
  (gms-gmd)/n = 0.209235 uS
  charge-sheet (gms-gmd)/gm = 1.20970
  gm error from fixed n = 1.34 %
VG = 0.55 V: VP = 0.1151 V, IC = 0.89904
  q source = 0.571934, q drain = 0.0349794
  current = 2.0799 uA
  gms = 53.3291 uS, gmd = 3.2616 uS
  gm direct = 41.9423 uS
  (gms-gmd)/n = 41.9423 uS
  charge-sheet (gms-gmd)/gm = 1.19209
  gm error from fixed n = -0.14 %
VG = 1.20 V: VP = 0.6596 V, IC = 103.56
  q source = 9.6885, q drain = 7.85905
  current = 81.7937 uA
  gms = 903.39 uS, gmd = 732.805 uS
  gm direct = 142.901 uS
  (gms-gmd)/n = 142.901 uS
  charge-sheet (gms-gmd)/gm = 1.17626
  gm error from fixed n = -1.46 %
Scan of IC: 1e-04 to 1e+03
Largest identity residual / larger of gms, gmd: 2.3e-09
Largest relative charge-law error: 1.3e-15
Largest scaled current-formula error: 8.1e-14
Largest scaled gms, gmd formula error: 5.3e-09
Channel integration, relative drain q error: 9.8e-11
Charge-sheet shift, 12 to 24 nodes: 3.1e-12
Mobility reduction coefficient: 0.30 1/V
At VG = 1.20 V with reduced mobility:
  gm = 99.538 uS, (gms-gmd)/n = 115.59 uS
  extra term = -16.056 uS
  gm relative to simple rule: -13.89 %
Saturation velocity: 1.0e+07 cm/s
Velocity-saturation current loss: 1.72 %
Identity residual / gms with that loss: 7.1e-14
Oxide field at highest VG: 2.42 MV/cm
Inversion-layer depth: 1.0 nm
Its added equivalent oxide thickness: 8.3 %
no test failed
```
